# Spectral weights for unfolding supercell states and their sum rule, part 1

(Sections cited here and not found follow in the second part.)

## First half: from supercell state to spectral weight

A crystal with a defect, an alloy or a stack of different layers can be calculated in a supercell, a large cell built from several primitive cells. Its eigenstates carry a wavevector in the small Brillouin zone of the supercell. The bands and selection rules of the underlying crystal refer instead to the larger zone of the primitive cell. The problem is to decide how much of a given supercell state belongs to each primitive wavevector.

Let the primitive lattice vectors be \(\mathbf a_i\), and let the supercell vectors be

\[
\mathbf A_i=\sum_{j=1}^{3}M_{ij}\,\mathbf a_j ,
\]

where \(M\) is a matrix of integers with nonzero determinant. The reciprocal vectors obey \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\) and \(\mathbf A_i\cdot\mathbf B_j=2\pi\delta_{ij}\). Four lattices occur:

- \(\mathbf T\), the integer combinations of the \(\mathbf a_i\);
- \(\mathbf R\), the integer combinations of the \(\mathbf A_i\);
- \(\mathbf g\), the integer combinations of the \(\mathbf b_i\);
- \(\mathbf G\), the integer combinations of the \(\mathbf B_i\).

The cell volumes are \(\Omega_p\) (primitive) and \(\Omega=|\det M|\,\Omega_p\) (supercell). A supercell eigenstate with wavevector \(\mathbf K\) and band index \(m\) satisfies \(\psi_{\mathbf Km}(\mathbf r+\mathbf R)=e^{i\mathbf K\cdot\mathbf R}\psi_{\mathbf Km}(\mathbf r)\). Inner products are integrals over one supercell, and \(\langle\psi_{\mathbf Km}|\psi_{\mathbf Km}\rangle=1\). Spin is suppressed.

The atoms inside the supercell may be of different kinds and may be displaced. What is assumed is that the supercell vectors are integer combinations of the primitive vectors chosen as reference.

### (a) Which primitive wavevectors fold onto \(\mathbf K\), and how many are there?

**Solution.** Two wavevectors are equivalent for the supercell if they differ by a \(\mathbf G\), and equivalent for the primitive cell if they differ by a \(\mathbf g\). The candidates are therefore the vectors \(\mathbf K+\mathbf G\), counted once for each set that differs by vectors \(\mathbf g\).

First, every \(\mathbf g\) is also a \(\mathbf G\). Write \(\mathbf g=\sum_j m_j\mathbf b_j\) with integers \(m_j\). Then

\[
\mathbf g\cdot\mathbf A_i=\sum_j M_{ij}\,\mathbf g\cdot\mathbf a_j=2\pi\sum_jM_{ij}m_j=2\pi h_i ,
\]

and \(h_i\) is an integer because \(M_{ij}\) and \(m_j\) are. A vector is fixed by its products with the three independent \(\mathbf A_i\), and \(\sum_ih_i\mathbf B_i\) has these same products. Hence \(\mathbf g=\sum_i h_i\mathbf B_i\), which is a \(\mathbf G\).

The lattice of all \(\mathbf G\) thus splits into classes. Two vectors lie in the same class if their difference is a \(\mathbf g\), so each class is a shifted copy of the lattice of \(\mathbf g\). The classes can be counted from densities. In a large sphere of reciprocal space, the number of points per unit volume tends to \(\Omega/(2\pi)^3\) for the \(\mathbf G\), because their cell has volume \((2\pi)^3/\Omega\). For each class it tends to \(\Omega_p/(2\pi)^3\); a shift does not change a density. Since the classes do not overlap, \(n\) of them cannot have a larger total density than the whole lattice, so \(n\le\Omega/\Omega_p\) and their number is finite. Taken together they fill the whole lattice, so the densities must be equal:

\[
N\,\frac{\Omega_p}{(2\pi)^3}=\frac{\Omega}{(2\pi)^3}
\quad\Longrightarrow\quad
N=\frac{\Omega}{\Omega_p}=|\det M| .
\]

Choose one representative \(\mathbf G_j\) from each class. The inequivalent wavevectors that fold onto \(\mathbf K\) are

\[
\mathbf k_j=\mathbf K+\mathbf G_j,\qquad j=1,\dots,N .
\]

Another choice of representatives changes a \(\mathbf k_j\) by some \(\mathbf g\), which is the same primitive wavevector. The same density argument in real space shows that a supercell contains \(N\) primitive translations \(\mathbf T\) that do not differ by an \(\mathbf R\).

### (b) Define the weight of \(\psi_{\mathbf Km}\) at \(\mathbf k\) and express it by plane-wave coefficients.

**Solution.** Take any reference crystal that has the primitive periodicity, with Bloch states \(\phi_{\mathbf kn}\), where \(n\) is the band index. They are normalized over the supercell, like \(\psi_{\mathbf Km}\). The probability of finding \(\psi_{\mathbf Km}\) in some band at \(\mathbf k\) is

\[
W_m(\mathbf k)=\sum_n\left|\langle\phi_{\mathbf kn}|\psi_{\mathbf Km}\rangle\right|^2 .
\tag{1}
\]

It must first be shown that this vanishes if \(\mathbf k\) is not one of the vectors \(\mathbf K+\mathbf G\). For that question the overlap is taken over a large periodic crystal of \(L=L_1L_2L_3\) supercells. Both functions then acquire a normalization factor \(L^{-1/2}\). Moving from one supercell to the next multiplies \(\phi^*_{\mathbf kn}\psi_{\mathbf Km}\) by a phase, so the overlap is

\[
\frac1L\sum_{\mathbf R}e^{i(\mathbf K-\mathbf k)\cdot\mathbf R}\int_\Omega\phi_{\mathbf kn}^*\psi_{\mathbf Km}\,d^3r .
\]

The periodic boundary conditions allow \(\mathbf K-\mathbf k=\sum_i(p_i/L_i)\mathbf B_i\) with integers \(p_i\). The lattice sum is a product of three geometric sums \(\sum_{s=0}^{L_i-1}e^{2\pi ip_is/L_i}\). Each equals \(L_i\) if \(p_i/L_i\) is an integer and zero otherwise. The overlap therefore survives when \(\mathbf K-\mathbf k\) is a \(\mathbf G\), and then it equals the integral over one supercell. This justifies the inner product in (1) for the \(\mathbf k_j\).

Now introduce the plane waves

\[
|\mathbf q\rangle=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf K+\mathbf G .
\]

They are orthonormal. With \(\mathbf r=\sum_ix_i\mathbf A_i\), the overlap of two of them is \(\prod_i\int_0^1e^{2\pi i(h_i'-h_i)x_i}dx_i=\prod_i\delta_{h_ih_i'}\). By Fourier's theorem they are also complete for functions with Bloch vector \(\mathbf K\), since \(e^{-i\mathbf K\cdot\mathbf r}\psi_{\mathbf Km}\) has the period of the supercell. Hence

\[
|\psi_{\mathbf Km}\rangle=\sum_{\mathbf G}C_m(\mathbf K+\mathbf G)\,|\mathbf K+\mathbf G\rangle .
\tag{2}
\]

The reference state has the higher, primitive periodicity. The function \(e^{-i\mathbf k\cdot\mathbf r}\phi_{\mathbf kn}\) repeats in every primitive cell, so its Fourier series contains vectors \(\mathbf g\) alone:

\[
|\phi_{\mathbf kn}\rangle=\sum_{\mathbf g}D_{\mathbf gn}\,|\mathbf k+\mathbf g\rangle .
\]

At fixed \(\mathbf k\), the eigenstates of the reference Hamiltonian form a complete orthonormal set in the space spanned by the \(|\mathbf k+\mathbf g\rangle\). This is the spectral theorem for a Hermitian Hamiltonian in a finite cell. The matrix \(D\) connects two orthonormal bases of one space and is therefore unitary, so \(\sum_nD_{\mathbf gn}D^*_{\mathbf g'n}=\delta_{\mathbf g\mathbf g'}\). It follows that

\[
\sum_n|\phi_{\mathbf kn}\rangle\langle\phi_{\mathbf kn}|
=\sum_{\mathbf g\mathbf g'}\Big(\sum_nD_{\mathbf gn}D^*_{\mathbf g'n}\Big)|\mathbf k+\mathbf g\rangle\langle\mathbf k+\mathbf g'|
=\sum_{\mathbf g}|\mathbf k+\mathbf g\rangle\langle\mathbf k+\mathbf g|\equiv P_{\mathbf k}.
\tag{3}
\]

The reference potential has disappeared. The operator \(P_{\mathbf k}\) projects onto wavevector \(\mathbf k\) and depends on the lattice alone. Silicon states and germanium states on the same lattice thus give the same total weight, although they divide it differently among their bands.

Inserting (3) into (1) gives

\[
W_m(\mathbf k)=\sum_n\langle\psi_{\mathbf Km}|\phi_{\mathbf kn}\rangle\langle\phi_{\mathbf kn}|\psi_{\mathbf Km}\rangle
=\langle\psi_{\mathbf Km}|P_{\mathbf k}|\psi_{\mathbf Km}\rangle
=\sum_{\mathbf g}|\langle\mathbf k+\mathbf g|\psi_{\mathbf Km}\rangle|^2 .
\]

For \(\mathbf k=\mathbf k_j\), the vector \(\mathbf k_j+\mathbf g=\mathbf K+(\mathbf G_j+\mathbf g)\) is one of those in (2), and orthonormality picks out its coefficient:

\[
\boxed{\,W_m(\mathbf k_j)=\sum_{\mathbf g}\left|C_m(\mathbf k_j+\mathbf g)\right|^2\,}
\tag{4}
\]

Unfolding needs no reference calculation. One sorts the plane waves of the supercell state into classes and adds the squared coefficients in each.

### (c) Prove that the weights sum to one.

**Solution.** Sum (4) over the \(N\) inequivalent wavevectors:

\[
\sum_{j=1}^{N}W_m(\mathbf k_j)=\sum_{j=1}^{N}\sum_{\mathbf g}\left|C_m(\mathbf K+\mathbf G_j+\mathbf g)\right|^2 .
\]

The vectors \(\mathbf G_j+\mathbf g\) run through every \(\mathbf G\) exactly once. Each \(\mathbf G\) occurs because it belongs to some class, so \(\mathbf G-\mathbf G_j\) is a \(\mathbf g\) for that \(j\). It occurs no more than once: if \(\mathbf G_j+\mathbf g=\mathbf G_l+\mathbf g'\), then \(\mathbf G_j-\mathbf G_l=\mathbf g'-\mathbf g\) is a primitive reciprocal vector. The two representatives then lie in one class, which means \(j=l\) and hence \(\mathbf g=\mathbf g'\). All terms are non-negative, so they may be reordered freely:

\[
\sum_{j=1}^{N}W_m(\mathbf k_j)=\sum_{\mathbf G}|C_m(\mathbf K+\mathbf G)|^2=\langle\psi_{\mathbf Km}|\psi_{\mathbf Km}\rangle=1 .
\tag{5}
\]

The second equality follows from (2) and the orthonormality of the plane waves. Since each weight is non-negative, each also lies between zero and one. The set of weights is a probability distribution over primitive wavevectors.

The proof shows where the sum can fail:

- If the sum over \(n\) in (1) is cut off after a few reference bands, part of the projector is missing and the total can fall below one.
- If two equivalent wavevectors are both counted, their weight enters twice.
- If the stored function is not normalized in the ordinary sense, the last step of (5) does not give one. This concerns smooth pseudo-wavefunctions with augmentation and expansions in non-orthogonal orbitals, where the overlap operator must enter the inner product.

A finite plane-wave cutoff does no harm to the sum. The classes still divide the retained plane waves without overlap, and the retained coefficients are normalized. The individual weights do depend on the cutoff until it is converged.

### (d) Express the weight by translations of the wavefunction, and recover the sum rule from that form.

**Solution.** Let \(\tau_{\mathbf T}\psi(\mathbf r)=\psi(\mathbf r+\mathbf T)\). Consider, on functions with Bloch vector \(\mathbf K\), the operator

\[
Q_j=\frac1N\sum_{\mathbf T}e^{-i\mathbf k_j\cdot\mathbf T}\,\tau_{\mathbf T},
\]

where \(\mathbf T\) runs over the \(N\) primitive translations in the supercell. Replacing a \(\mathbf T\) by \(\mathbf T+\mathbf R\) multiplies its term by \(e^{-i\mathbf k_j\cdot\mathbf R}e^{i\mathbf K\cdot\mathbf R}=e^{-i\mathbf G_j\cdot\mathbf R}=1\), so the choice of representatives is immaterial. Acting on a plane wave,

\[
Q_j|\mathbf K+\mathbf G\rangle=\Big[\frac1N\sum_{\mathbf T}e^{i(\mathbf G-\mathbf G_j)\cdot\mathbf T}\Big]|\mathbf K+\mathbf G\rangle .
\]

Call the sum without its prefactor \(S\), and let \(\mathbf Q=\mathbf G-\mathbf G_j\). Shifting every \(\mathbf T\) by a fixed \(\mathbf T_0\) permutes the representatives, up to vectors \(\mathbf R\) that do not matter, so \(S=e^{i\mathbf Q\cdot\mathbf T_0}S\). If \(e^{i\mathbf Q\cdot\mathbf T_0}\neq1\) for some \(\mathbf T_0\), then \(S=0\). If no such \(\mathbf T_0\) exists, every \(\mathbf Q\cdot\mathbf T\) is a multiple of \(2\pi\), so \(\mathbf Q\) is a \(\mathbf g\) and \(S=N\). The bracket is therefore one inside class \(j\) and zero outside it. That is the action of \(P_{\mathbf k_j}\), and

\[
W_m(\mathbf k_j)=\frac1N\sum_{\mathbf T}e^{-i\mathbf k_j\cdot\mathbf T}\,\langle\psi_{\mathbf Km}|\tau_{\mathbf T}\psi_{\mathbf Km}\rangle .
\tag{6}
\]

The weight is a discrete Fourier transform of the overlap between the state and its own translated copies.

To sum (6) over \(j\), use \(\sum_je^{-i\mathbf k_j\cdot\mathbf T}=e^{-i\mathbf K\cdot\mathbf T}\sum_je^{-i\mathbf G_j\cdot\mathbf T}\). The shift argument, now applied to the \(\mathbf G_j\), shows that the last sum is zero unless \(\mathbf G\cdot\mathbf T\) is a multiple of \(2\pi\) for every \(\mathbf G\). In that case \(\mathbf T\) is an \(\mathbf R\). Among the representatives this leaves \(\mathbf T=0\), whose sum is \(N\). The result is \(\langle\psi_{\mathbf Km}|\psi_{\mathbf Km}\rangle=1\) once more.

For two cells and \(\mathbf K=0\), let \(c=\langle\psi|\tau_{\mathbf T}\psi\rangle\) for the one nontrivial translation. Since \(\tau_{\mathbf T}^2=1\), \(c\) is real and lies between \(-1\) and \(1\). The weights are \((1+c)/2\) and \((1-c)/2\). A state that repeats in both cells has \(c=1\) and belongs wholly to \(\mathbf k=0\). One that changes sign from cell to cell has \(c=-1\) and belongs to the other wavevector. A state confined to one cell, without overlap with its copy, has \(c=0\) and is shared equally.

## Second half: bands, optical transitions and a silicon–germanium superlattice

The symbols are as follows. A supercell contains \(N\) primitive cells. Its eigenstate \(\psi_{\mathbf Km}\) has energy \(E_m\) and plane-wave coefficients \(C_m(\mathbf K+\mathbf G)\), with \(\mathbf G\) a supercell reciprocal vector. The primitive reciprocal vectors \(\mathbf g\) are a subset of the \(\mathbf G\), and \(N\) inequivalent wavevectors \(\mathbf k_j=\mathbf K+\mathbf G_j\) fold onto \(\mathbf K\). The projector \(P_{\mathbf k}=\sum_{\mathbf g}|\mathbf k+\mathbf g\rangle\langle\mathbf k+\mathbf g|=\sum_n|\phi_{\mathbf kn}\rangle\langle\phi_{\mathbf kn}|\) selects one wavevector, where \(\phi_{\mathbf kn}\) are Bloch states of a reference crystal. The first half established

\[
W_m(\mathbf k_j)=\langle\psi_{\mathbf Km}|P_{\mathbf k_j}|\psi_{\mathbf Km}\rangle=\sum_{\mathbf g}|C_m(\mathbf k_j+\mathbf g)|^2,\qquad \sum_{j=1}^NW_m(\mathbf k_j)=1 .
\]

### (e) What is obtained if the sum runs over supercell bands instead of wavevectors?

This part has shown that the weight of a supercell state at a primitive wavevector is the sum of its squared plane-wave coefficients in that wavevector's class, and that these weights add up to one over the \(N\) wavevectors that fold together. Question (e), just posed, remains to be answered, followed by the effect of perturbations, optical transitions and the Si6Ge4 superlattice.
